# The trust-region step: secular equation, hard case and Moré–Sorensen construction, part 1

(Sections cited here and not found follow in the second part.)

## Result

Let $H$ be a real symmetric $n\times n$ matrix (an exact Hessian or a quasi-Newton approximation, of any signature), $g$ the gradient, $\Delta>0$ the trust radius and $|\cdot|$ the Euclidean norm. The model of the energy change is $m(s)=g\cdot s+\tfrac12\, s\cdot Hs$. A vector $s$ with $|s|\le\Delta$ is a global minimizer of $m$ on the ball $|s|\le\Delta$ if and only if there is a number $\lambda$ with

$$(H+\lambda I)s=-g,\qquad \lambda\ge0,\qquad \lambda(\Delta-|s|)=0,\qquad H+\lambda I\ \text{positive semidefinite}. \tag{1}$$

The shift $\lambda$ is unique, and $s$ is unique when $A\equiv H+\lambda I$ is positive definite. The minimum is $m^*=\tfrac12 g\cdot s-\tfrac12\lambda\Delta^2$.

Let $h_1\le\dots\le h_n$ be the eigenvalues of $H$, $v_i$ orthonormal eigenvectors, $\gamma_i=v_i\cdot g$, and $E_1$ the eigenspace of $h_1$. The description "level-shifted Newton step" needs two qualifications. The shift can be zero, in which case no secular equation is solved. And $A$ can be singular, in which case $s$ is not $-A^{-1}g$. When $\lambda>\max(0,-h_1)$, the shift is the root of the secular equation $\sum_i\gamma_i^2/(h_i+\lambda)^2=\Delta^2$. When $h_1<0$, $g\perp E_1$ and $p=-(H-h_1I)^+g$ (pseudoinverse) is shorter than $\Delta$, that equation has no admissible root. This is the hard case: $\lambda=-h_1$ and $s=p+\tau v$, with $v$ any unit vector in $E_1$ and $\tau^2=\Delta^2-|p|^2$.

A scaled region $|Ms|\le\Delta$ with invertible $M$ reduces to the above through $\tilde s=Ms$, $\tilde g=M^{-T}g$, $\tilde H=M^{-T}HM^{-1}$; multiplying $(\tilde H+\lambda I)\tilde s=-\tilde g$ by $M^T$ gives $(H+\lambda M^TM)s=-g$.

## Proof of the characterization

**The basic identity.** Suppose $As=-g$ for some real $\lambda$, with nothing assumed about signs. For any $w$, substitute $g=-As$ and $H=A-\lambda I$:

$$m(w)-m(s)=-s\cdot A(w-s)+\tfrac12 w\cdot Aw-\tfrac12 s\cdot As-\tfrac12\lambda(|w|^2-|s|^2).$$

The first three terms are $-s\cdot Aw+\tfrac12 s\cdot As+\tfrac12 w\cdot Aw$, which by the symmetry of $A$ equals $\tfrac12(w-s)\cdot A(w-s)$. Hence

$$m(w)-m(s)=\tfrac12(w-s)\cdot A(w-s)+\tfrac12\lambda\,(|s|^2-|w|^2). \tag{2}$$

**Sufficiency.** Let (1) hold and $|w|\le\Delta$. The first term of (2) is non-negative because $A$ is semidefinite. The second vanishes if $\lambda=0$; if $\lambda>0$ then $|s|=\Delta\ge|w|$ and it is non-negative. So $m(w)\ge m(s)$. If $A$ is definite the first term is positive for $w\ne s$, and the minimizer is unique. Setting $w=0$ in (2) gives $m(s)=-\tfrac12 s\cdot As-\tfrac12\lambda|s|^2=\tfrac12 g\cdot s-\tfrac12\lambda\Delta^2$, where $\lambda|s|^2=\lambda\Delta^2$ by the third condition of (1).

**Necessity, interior point.** A minimizer exists because $m$ is continuous on a compact set. If $|s|<\Delta$, then $s+\epsilon d$ is feasible for any $d$ and small $\epsilon$ of either sign, and $m(s+\epsilon d)-m(s)=\epsilon\, d\cdot(g+Hs)+\tfrac12\epsilon^2 d\cdot Hd$. The linear term would win for small $\epsilon$ of the right sign, so $g+Hs=0$; the remainder then requires $d\cdot Hd\ge0$. This is (1) with $\lambda=0$.

**Necessity, boundary point.** Let $|s|=\Delta$. For a unit vector $t\perp s$ the curve $s\cos\theta+\Delta\, t\sin\theta$ stays on the sphere, and the derivative of $m$ along it at $\theta=0$, namely $\Delta\, t\cdot(g+Hs)$, must vanish. The vector $g+Hs$ is therefore parallel to $s$, and $g+Hs=-\lambda s$ defines $\lambda$; this is $As=-g$. The points $(1-\epsilon)s$ with $\epsilon>0$ are feasible, so the derivative $-s\cdot(g+Hs)=\lambda\Delta^2$ cannot be negative, which gives $\lambda\ge0$.

Semidefiniteness uses the global property. Take $d$ with $d\cdot s\neq0$ and reflect $s$ in the plane normal to $d$: $w=s-2(d\cdot s)\,d/|d|^2$. Then $|w|^2=|s|^2-4(d\cdot s)^2/|d|^2+4(d\cdot s)^2/|d|^2=\Delta^2$, so $w$ is feasible and the second term of (2) vanishes:

$$0\le m(w)-m(s)=\frac{2(d\cdot s)^2}{|d|^4}\;d\cdot Ad .$$

Thus $d\cdot Ad\ge0$. If $d\cdot s=0$, apply the result to $d+\epsilon s$, whose product with $s$ is $\epsilon\Delta^2\ne0$, and let $\epsilon\to0$.

**Uniqueness of the shift.** Let $(s,\lambda)$ and $(s',\lambda')$ both satisfy (1). Both steps are minimizers, so with $w=s'$ both non-negative terms of (2) vanish. For semidefinite $A$, $u\cdot Au=0$ implies $Au=0$ (each term of $\sum_i(h_i+\lambda)u_i^2$ must vanish), so $As'=As=-g$. Subtracting $(H+\lambda'I)s'=-g$ leaves $(\lambda-\lambda')s'=0$. If $s'\neq0$ the shifts agree. If $s'=0$ it is interior, so $\lambda'=0$, and the second term $\lambda|s|^2=\lambda\Delta^2=0$ gives $\lambda=0$.

The reflected point $w$ is at a finite distance from $s$, so a merely local minimizer need not have semidefinite $A$. For $H=\mathrm{diag}(-2,1)$, $g=(0.5,0.5)$, $\Delta=1$ (dimensionless) there are two minima on the circle. The global one has $\lambda=2.50517$, $s_1=-0.5/(-2+2.50517)=-0.98977$, $s_2=-0.14265$, $m=-1.53569$, and the lowest eigenvalue of $A$ is $+0.50517$. The other has $\lambda=1.48960>0$, $s_1=-0.5/(-0.51040)=+0.97962$, $s_2=-0.20084$, $m=-0.55010$, and $A$ has the eigenvalue $-0.51040$. It satisfies the first three conditions of (1). A solver that adjusts $\lambda$ until $|s|=\Delta$ without checking definiteness can return it.

## Secular equation and the three cases

Conditions (1) require $\lambda\ge\max(0,-h_1)$. For $\lambda>-h_1$, $A$ is definite, the components of $As=-g$ read $(h_i+\lambda)\,v_i\cdot s=-\gamma_i$, and

$$s(\lambda)=-\sum_i\frac{\gamma_i}{h_i+\lambda}\,v_i,\qquad |s(\lambda)|^2=\sum_i\frac{\gamma_i^2}{(h_i+\lambda)^2}. \tag{3}$$

For $g\ne0$ every nonzero term decreases strictly on $\lambda>-h_1$ and tends to zero at infinity. As $\lambda\to-h_1$ from above, $|s|$ diverges if $g$ has a component in $E_1$. Otherwise it tends to the finite critical radius

$$\Delta_c=|p|,\qquad p=-\sum_{h_i>h_1}\frac{\gamma_i}{h_i-h_1}\,v_i .$$

The cases follow from comparing $\Delta$ with the limit of $|s(\lambda)|$ at the left end $\max(0,-h_1)$ of the admissible range.

1. Interior. $h_1>0$ and $|H^{-1}g|\le\Delta$: $\lambda=0$, the plain Newton step.
2. Easy. The limit exceeds $\Delta$. By monotonicity $|s(\lambda)|=\Delta$ has exactly one root $\lambda^*>\max(0,-h_1)$, and it satisfies (1). For $h_1\le0$ this includes $g\perp E_1$ with $\Delta<\Delta_c$.
3. Hard. $h_1\le0$, $g\perp E_1$ and $\Delta_c\le\Delta$. No $\lambda>-h_1$ reaches the boundary, and the third condition of (1) forbids $\lambda>0$ with $|s|<\Delta$; only $\lambda=-h_1$ remains.

For positive definite $H$ the value $-h_1$ is negative and inadmissible, so the hard case cannot occur.

Bounds on the shift come from the norm of $As=-g$. For semidefinite $A$, $(h_1+\lambda)|s|\le|g|\le(h_n+\lambda)|s|$, so on the boundary

$$|g|/\Delta-h_n\;\le\;\lambda\;\le\;|g|/\Delta-h_1 . \tag{4}$$

As $\Delta\to0$ with $g\neq0$, (4) gives $\lambda\Delta\to|g|$, and $s=-\lambda^{-1}(I+H/\lambda)^{-1}g\to-\Delta\, g/|g|$, the steepest-descent step. In the easy case, differentiating along the solution gives $dm^*/d\Delta=(g+Hs)\cdot s'=-\lambda\, s\cdot s'$ with $s'=ds/d\Delta$, and $|s|^2=\Delta^2$ gives $s\cdot s'=\Delta$. Thus $dm^*/d\Delta=-\lambda\Delta$: the product $\lambda\Delta$ is the force with which the model pushes on the wall of the trust region.

## Newton iteration on the reciprocal length

The function $|s(\lambda)|$ has a pole, while $\varphi(\lambda)=1/|s(\lambda)|$ is exactly linear, $(h_i+\lambda)/|\gamma_i|$, when one term of (3) is present. The equation to solve is therefore $\varphi=1/\Delta$. Take $g\neq0$, $\lambda>-h_1$, the Cholesky factorization $A=LL^T$, and $w$ from $Lw=s$, so that $|w|^2=s\cdot A^{-1}s$.

Differentiating $As=-g$ gives $s+A\,ds/d\lambda=0$, that is $ds/d\lambda=-A^{-1}s$. With $\psi=|s|^2=\sum_i\gamma_i^2(h_i+\lambda)^{-2}$,

$$\psi'=-2\sum_i\frac{\gamma_i^2}{(h_i+\lambda)^3}=-2|w|^2,\qquad \psi''=6\sum_i\frac{\gamma_i^2}{(h_i+\lambda)^4}=6|A^{-1}s|^2 .$$

Since $\varphi=\psi^{-1/2}$, one has $\varphi'=-\tfrac12\psi^{-3/2}\psi'$ and $\varphi''=\tfrac34\psi^{-5/2}\psi'^2-\tfrac12\psi^{-3/2}\psi''$, which become

$$\varphi'=\frac{|w|^2}{|s|^3}>0,\qquad \varphi''=\frac{3\left(|w|^4-|s|^2|A^{-1}s|^2\right)}{|s|^5}\le0 . \tag{5}$$

The sign of $\varphi''$ is the Cauchy–Schwarz inequality $s\cdot A^{-1}s\le|s|\,|A^{-1}s|$. So $\varphi$ is increasing and concave on $\lambda>-h_1$. The Newton step solves $\varphi+\varphi'(\lambda^+-\lambda)=1/\Delta$; with $1/\Delta-1/|s|=(|s|-\Delta)/(\Delta|s|)$,

$$\lambda^+=\lambda+\frac{|s|^2}{|w|^2}\,\frac{|s|-\Delta}{\Delta}. \tag{6}$$

Each iteration costs one factorization and three triangular solves.

A concave function lies below its tangent. In the easy case the tangent at $\lambda$, evaluated at $\lambda^*$, is therefore at least $\varphi(\lambda^*)=1/\Delta$, and since the tangent rises it crosses $1/\Delta$ at $\lambda^+\le\lambda^*$, from either side. From the left ($|s|>\Delta$), (6) also gives $\lambda^+>\lambda$. The iterates then increase and are bounded by $\lambda^*$, so their increments tend to zero; $\varphi'$ is bounded on the closed interval they occupy, so $1/\Delta-\varphi\to0$ and the limit is $\lambda^*$. From the right the step can land below $-h_1$, where the factorization fails, and a safeguard is required. For the rate, put $e=\lambda^*-\lambda$ and expand: $1/\Delta=\varphi+\varphi'e+\tfrac12\varphi''e^2+O(e^3)$. Then

$$e^+=e-\frac{1/\Delta-\varphi}{\varphi'}=-\frac{\varphi''}{2\varphi'}\,e^2+O(e^3). \tag{7}$$

## The hard case

With $\lambda=-h_1$ the null space of $A$ is $E_1$. The $E_1$ components of $As=-g$ read $0=-\gamma_i$, which holds because $g\perp E_1$ and leaves those components of $s$ free; the others give $p$. So $s=p+u$ with $u\in E_1$, $u\perp p$, and $|s|^2=\Delta_c^2+|u|^2$. For $h_1<0$ the shift is positive and the step must reach the boundary:

$$s=p+\tau v,\quad \tau^2=\Delta^2-\Delta_c^2,\quad m^*=\tfrac12 g\cdot p+\tfrac12h_1\Delta^2 , \tag{8}$$

where $g\cdot v=0$ was used. For $\tau\neq0$, a simple $h_1$ gives two minimizers $p\pm\tau v_1$ and a degenerate $h_1$ gives a sphere of them. For $h_1=0$ the shift is zero and every $|u|\le|\tau|$ is a minimizer. At an exact saddle point, $g=0$ and $h_1<0$, one has $p=0$ and $s=\Delta v$. The shift in (8) does not depend on $\Delta$, and $dm^*/d\Delta=h_1\Delta=-\lambda\Delta$ as before. Stopping at $p$ gives $m(p)=\tfrac12g\cdot p-\tfrac12\lambda\Delta_c^2$ from (2) with $w=0$, and forfeits $m^*-m(p)=\tfrac12h_1\tau^2$.

Iteration (6) cannot find this solution. Let $g\ne0$ and $\Delta_c<\Delta$. At any $\lambda>-h_1$ the tangent lies above $\varphi$, so its value at $-h_1$ is at least $1/\Delta_c>1/\Delta$. The tangent rises, so it crosses $1/\Delta$ at $\lambda^+<-h_1$, where $A$ is indefinite.

**Near-hard limit.** Let $h_1<0$ be simple, $\Delta_c<\Delta$, and replace $g$ by $g+\varepsilon v_1$. With $\mu=\lambda+h_1>0$ the secular equation is $\varepsilon^2/\mu^2+\sum_{i>1}\gamma_i^2/(h_i-h_1+\mu)^2=\Delta^2$. The sum expands as $\Delta_c^2-2a\mu+O(\mu^2)$ with $a=\sum_{i>1}\gamma_i^2/(h_i-h_1)^3\ge0$, so $\varepsilon^2/\mu^2=\tau^2+2a\mu+\dots$ and, with $\tau>0$,

$$\mu=\frac{|\varepsilon|}{\tau}\left(1-\frac{a\mu}{\tau^2}+\dots\right),\qquad v_1\cdot s=-\frac{\varepsilon}{\mu}\to-\tau\,\mathrm{sgn}\,\varepsilon . \tag{9}$$

The value changes as $dm^*/d\varepsilon=v_1\cdot s-\lambda\, s\cdot ds/d\varepsilon=v_1\cdot s$, because $|s|=\Delta$ is fixed; hence $m^*(\varepsilon)=m^*(0)-|\varepsilon|\tau$ to first order. The value is continuous in $\varepsilon$ and the step jumps between the two solutions (8). The condition number of $A$ at the root, $(h_n-h_1+\mu)/\mu$, grows as $1/|\varepsilon|$. An implementation should thus stop on the quality of the model value, which is well conditioned, and handle the hard and near-hard cases by one mechanism.

Conditions (1) characterize the global minimizer, and iteration (6) converges to the shift from the left in the easy case but cannot find the hard-case step (8). What remains is a single mechanism for the hard and near-hard cases, the origin of the hard case in symmetry, and a worked example on planar ammonia.

Numerical values quoted here were computed with a short program.
